**Parallel single-step growth: speed, stationary weight and finite-size correction**

The program tests the speed \(v=1-\sqrt{1-p}\), in height units per update, of an untilted surface whose neighbouring heights differ by one. Here \(p\) is the probability that a local minimum is raised by 2 in one update, \(m\) is the number of minima and \(L\) is the number of sites. For \(L=8\), it builds the transition matrix from the height rule and asserts that the solved stationary state has weights \((1-p)^{-m}\), for \(p=0.3\) and \(0.75\). Sums for \(L=800\) and \(3200\) are asserted to follow the limit plus \(p/(2L)\), within a bound of order \(1/L^2\), for five values of \(p\). At \(p=0.75\) the limiting speed is 0.5, whereas independent slopes would give 0.375. A simulation of 48 rings with \(L=200\) gives \(0.50212\pm0.00015\), compared with 0.50188 from the ring sum; agreement within five standard errors is asserted. At \(p=1\), all 924 untilted starting surfaces of a 12-site ring are asserted to reach a zigzag that advances at speed 1.

## Verification by program

```python
"""Speed of the untilted one-dimensional single-step surface, parallel updating.

Result under test: v = 1 - sqrt(1-p), in height units per update.
Neighbouring heights on a ring of L sites differ by +1 or -1, with zero tilt.
In one update every local minimum rises by 2 with probability p, independently.
m = number of local minima; v = mean height gained per site and update.
The proposed stationary weight of a slope configuration is (1-p)**(-m).
All lengths are in lattice units; heights are in units of the neighbour step.
"""
import itertools
import math
import numpy as np
from scipy.special import gammaln


def local_minima(heights):
    """Boolean mask of local minima; the ring runs along the last axis."""
    return ((np.roll(heights, 1, axis=-1) > heights)
            & (np.roll(heights, -1, axis=-1) > heights))


def ring_slopes(heights):
    return np.roll(heights, -1, axis=-1) - heights


def untilted_configurations(length):
    return [c for c in itertools.product((-1, 1), repeat=length) if sum(c) == 0]


def heights_from_slopes(slopes):
    return np.concatenate(([0], np.cumsum(slopes)[:-1]))


def transition_matrix(length, p):
    """Markov matrix (column = old state), mean gain and minima of each state."""
    states = untilted_configurations(length)
    index = {state: k for k, state in enumerate(states)}
    matrix = np.zeros((len(states), len(states)))
    gain = np.zeros(len(states))
    minima_count = np.zeros(len(states), dtype=int)
    for old, state in enumerate(states):
        heights = heights_from_slopes(state)
        sites = np.flatnonzero(local_minima(heights))
        minima_count[old] = len(sites)
        for choice in itertools.product((0, 1), repeat=len(sites)):
            raised = heights.copy()
            raised[sites] += 2 * np.array(choice)
            probability = math.prod(p if c else 1 - p for c in choice)
            new = index[tuple(int(x) for x in ring_slopes(raised))]
            matrix[new, old] += probability
            gain[old] += probability * np.mean(raised - heights)
    return np.array(states), matrix, gain, minima_count


def class_size(length, m):
    """Number of untilted ring configurations with m local minima."""
    return length * math.comb(length // 2 - 1, m - 1) ** 2 // m


def mean_minima(length, p):
    """Stationary mean of m from the sum over classes with equal m."""
    n = length // 2
    m = np.arange(1, n + 1)
    log_binomial = gammaln(n) - gammaln(m) - gammaln(n - m + 1)
    log_weight = np.log(length / m) + 2 * log_binomial - m * np.log1p(-p)
    weight = np.exp(log_weight - log_weight.max())
    return float(np.sum(m * weight) / np.sum(weight))


def ring_speed(length, p):
    return 2 * p * mean_minima(length, p) / length


def speed_formula(p):
    return 1 - math.sqrt(1 - p)


p_example = 0.75
s_example = math.sqrt(1 - p_example)
v_example = speed_formula(p_example)
q_example = 1 / (2 * (1 + s_example))
c_example = -(1 - s_example) / (1 + s_example)
print(f"deposition probability p = {p_example:.2f}")
print(f"s = sqrt(1-p) = {s_example:.4f}")
print(f"infinite surface: minima per site = {q_example:.6f}")
print(f"infinite surface: neighbour slope correlation = {c_example:.6f}")
print(f"infinite surface: speed = {v_example:.6f} height units/update")
print(f"independent slopes: speed = {p_example / 2:.6f} height units/update")

# Small ring: stationary state solved from the dynamics, then compared.
small = 8
for p in (0.3, p_example):
    states, matrix, gain, minima_count = transition_matrix(small, p)
    assert np.allclose(matrix.sum(axis=0), 1, atol=1e-13)
    system = matrix - np.eye(len(states))
    system[-1] = 1
    right_side = np.zeros(len(states))
    right_side[-1] = 1
    stationary = np.linalg.solve(system, right_side)
    proposed = (1 - p) ** (-minima_count.astype(float))
    proposed /= proposed.sum()
    assert np.max(np.abs(stationary - proposed)) < 1e-12
    moduli = np.sort(np.abs(np.linalg.eigvals(matrix)))
    assert moduli[-2] < 1 - 1e-3
    solved_speed = float(gain @ stationary)
    assert abs(solved_speed - ring_speed(small, p)) < 1e-11
    correlation = np.mean(states * np.roll(states, -1, axis=1), axis=1)
    solved_correlation = float(correlation @ stationary)
    assert abs(solved_speed - p * (1 - solved_correlation) / 2) < 1e-12

print(f"small ring: L = {small} sites, {len(states)} slope configurations")
for m in range(1, small // 2 + 1):
    members = minima_count == m
    assert members.sum() == class_size(small, m)
    print(f"  m = {m}: {members.sum()} configurations, "
          f"total probability {stationary[members].sum():.6f}")
print(f"small ring: mean number of minima = {minima_count @ stationary:.6f}")
print(f"small ring: second largest |eigenvalue| = {moduli[-2]:.4f}")
print(f"small ring: solved speed = {solved_speed:.6f} height units/update")
print(f"small ring: 1-s+p/(2L) = {v_example + p_example / (2 * small):.6f}"
      " height units/update")

# Larger rings: the limit and its first finite-size correction.
print("ring sums at p = 0.75 (speeds in height units/update):")
for length in (50, 200, 800, 3200):
    value = ring_speed(length, p_example)
    print(f"  L = {length}: speed {value:.7f}, "
          f"L*(speed-limit) = {length * (value - v_example):.5f}")
print(f"predicted limit of L*(speed-limit): p/2 = {p_example / 2:.5f}")

print("speeds in height units/update: ring L=3200, limit formula, p/2")
for p in (0.01, 0.25, 0.50, 0.75, 0.96):
    for length in (800, 3200):
        residual = ring_speed(length, p) - speed_formula(p) - p / (2 * length)
        assert abs(residual) * length ** 2 < 5
    print(f"  p = {p:.2f}: {ring_speed(3200, p):.6f}, "
          f"{speed_formula(p):.6f}, {p / 2:.6f}")
    q_ring = mean_minima(3200, p) / 3200
    s = math.sqrt(1 - p)
    assert abs(1 - 4 * q_ring + (1 - s) / (1 + s)) < 2 / 3200

p_small = 0.01
ratio_small = (ring_speed(3200, p_small) - p_small / 6400) / p_small
assert abs(ratio_small - (0.5 + p_small / 8)) < p_small ** 2
print(f"p = 0.01: speed/p = {ratio_small:.6f} (1/L term removed)")
print(f"p = 0.01: excess over sequential limit = {100 * (2 * ratio_small - 1):.3f} %")

# Direct simulation of the height rule from flat zigzag surfaces.
rng = np.random.default_rng(20)
rings, length, warmup, measured = 48, 200, 6000, 12000
heights = np.tile(np.arange(length, dtype=np.int32) % 2, (rings, 1))
initial_mean = heights.mean()
correlation_samples = []
for update in range(warmup + measured):
    if update == warmup:
        start = heights.mean(axis=1)
    chosen = rng.random(heights.shape, dtype=np.float32) < p_example
    heights += 2 * (local_minima(heights) & chosen).astype(np.int32)
    if update == 0:
        first_gain = heights.mean() - initial_mean
    if update >= warmup and update % 50 == 0:
        slopes = ring_slopes(heights)
        correlation_samples.append(np.mean(slopes * np.roll(slopes, -1, axis=1)))
speeds = (heights.mean(axis=1) - start) / measured
simulated = speeds.mean()
error = speeds.std(ddof=1) / math.sqrt(rings)
simulated_correlation = np.mean(correlation_samples)
assert np.all(np.abs(ring_slopes(heights)) == 1)
assert abs(first_gain - p_example) < 0.03
assert error < 2e-4
assert abs(simulated - ring_speed(length, p_example)) < 5 * error
assert abs(simulated_correlation - (c_example - 1 / length)) < 0.004
print(f"simulation: {rings} rings, L = {length} sites")
print(f"simulation: {warmup} warm-up and {measured} measured updates")
print(f"simulation: first-update gain = {first_gain:.4f} height units")
print(f"simulation: speed = {simulated:.6f} height units/update")
print(f"simulation: standard error = {error:.6f} height units/update")
print(f"exact ring sum, L = 200: {ring_speed(length, p_example):.6f}"
      " height units/update")
print(f"simulation: neighbour slope correlation = {simulated_correlation:.5f}")
print(f"predicted for L = 200: correlation = {c_example - 1 / length:.5f}")

# Certain deposition: follow every untilted starting surface of a small ring.
certain_length = 12
surfaces = np.array([heights_from_slopes(c)
                     for c in untilted_configurations(certain_length)])
for _ in range(2 * certain_length):
    surfaces += 2 * local_minima(surfaces).astype(int)
before = surfaces.copy()
surfaces += 2 * local_minima(surfaces).astype(int)
final_gain = (surfaces - before).mean(axis=1)
final_slopes = ring_slopes(surfaces)
assert np.all(final_slopes == -np.roll(final_slopes, 1, axis=1))
assert np.allclose(final_gain, 1)
print(f"p = 1, L = {certain_length}: {len(surfaces)} starting surfaces, "
      f"final speeds {final_gain.min():.3f} to {final_gain.max():.3f}"
      " height units/update")

print("all tests passed")
```

Printed output:

```
deposition probability p = 0.75
s = sqrt(1-p) = 0.5000
infinite surface: minima per site = 0.333333
infinite surface: neighbour slope correlation = -0.333333
infinite surface: speed = 0.500000 height units/update
independent slopes: speed = 0.375000 height units/update
small ring: L = 8 sites, 70 slope configurations
  m = 1: 8 configurations, total probability 0.012048
  m = 2: 36 configurations, total probability 0.216867
  m = 3: 24 configurations, total probability 0.578313
  m = 4: 2 configurations, total probability 0.192771
small ring: mean number of minima = 2.951807
small ring: second largest |eigenvalue| = 0.6711
small ring: solved speed = 0.553464 height units/update
small ring: 1-s+p/(2L) = 0.546875 height units/update
ring sums at p = 0.75 (speeds in height units/update):
  L = 50: speed 0.5076350, L*(speed-limit) = 0.38175
  L = 200: speed 0.5018833, L*(speed-limit) = 0.37665
  L = 800: speed 0.5004693, L*(speed-limit) = 0.37541
  L = 3200: speed 0.5001172, L*(speed-limit) = 0.37510
predicted limit of L*(speed-limit): p/2 = 0.37500
speeds in height units/update: ring L=3200, limit formula, p/2
  p = 0.01: 0.005014, 0.005013, 0.005000
  p = 0.25: 0.134014, 0.133975, 0.125000
  p = 0.50: 0.292971, 0.292893, 0.250000
  p = 0.75: 0.500117, 0.500000, 0.375000
  p = 0.96: 0.800150, 0.800000, 0.480000
p = 0.01: speed/p = 0.501256 (1/L term removed)
p = 0.01: excess over sequential limit = 0.251 %
simulation: 48 rings, L = 200 sites
simulation: 6000 warm-up and 12000 measured updates
simulation: first-update gain = 0.7521 height units
simulation: speed = 0.502116 height units/update
simulation: standard error = 0.000150 height units/update
exact ring sum, L = 200: 0.501883 height units/update
simulation: neighbour slope correlation = -0.33932
predicted for L = 200: correlation = -0.33833
p = 1, L = 12: 924 starting surfaces, final speeds 1.000 to 1.000 height units/update
all tests passed
```
